# Why Hematite's Néel Vector Reorients: Single-Ion against Dipolar Anisotropy

## The decision in a device calculation

A simulation of a hematite spin device needs a uniaxial anisotropy constant at the operating temperature. One can take the net constant at $T=0$ and scale it by a power of the sublattice magnetization, or carry two constants and scale each by its own law. The first choice can never change the sign of the anisotropy, so it keeps the Néel vector along the $c$ axis up to the Néel temperature $T_N$. The second can turn the vector into the basal plane at an intermediate temperature, the Morin temperature $T_M$.

A short argument for such a turn is that the single-ion term falls as the cube of the sublattice magnetization and the dipolar term as the square. In mean field this is right near saturation, but it does not by itself guarantee a crossing: the two zero-temperature constants must also have a ratio within a definite window.

## Setting and conventions

Consider two antiparallel sublattices of ions with spin $S=5/2$. The unit vector $\mathbf n$ is the Néel direction, $\theta$ its angle to $c$, and $S_n$ the spin component along the ion's own sublattice direction. The reduced sublattice magnetization is $m=\langle S_n\rangle/S$.

In mean field each ion has the exchange energy $-\lambda Sm\,S_n$, so its levels carry weights $e^{yS_n}$ with $y=\lambda Sm/k_BT$. For small $y$, $\langle S_n\rangle=y\,S(S+1)/3$. Inserting the definition of $y$ gives $k_BT_N=\lambda S(S+1)/3$, and hence

$$y=\frac{3T_N}{(S+1)T}\,m .\tag{1}$$

The anisotropies are far weaker than exchange and are treated to first order. The mean-field free energy is stationary with respect to $m$, so a small perturbation changes it by the perturbation's average in the unperturbed state; the induced change of $m$ enters only at second order.

## First contribution: dipolar coupling

The dipolar energy of a pair is proportional to $\sum_{ab}T_{ab}\langle S_i^aS_j^b\rangle$ with $T_{ab}=(\delta_{ab}-3\hat r_a\hat r_b)/r^3$, which has zero trace. Rotation symmetry about $\mathbf n$ restricts the symmetric part of the correlation to

$$\langle S_i^aS_j^b\rangle=C_\parallel n_an_b+C_\perp(\delta_{ab}-n_an_b).$$

The $\delta_{ab}$ term meets the zero trace and drops out, leaving

$$\sum_{ab}T_{ab}\langle S_i^aS_j^b\rangle=(C_\parallel-C_\perp)\,\mathbf n\cdot T\cdot\mathbf n .\tag{2}$$

In mean field the ions fluctuate independently, so $C_\parallel=\pm S^2m^2$ and $C_\perp=0$. Every pair therefore scales as $m^2$. Around a threefold axis the lattice sum of $\mathbf n\cdot T\cdot\mathbf n$ can depend on direction only through $\cos^2\theta$. Per ion,

$$F_{\rm dip}=\text{const}+K_dm^2\cos^2\theta=\text{const}'-K_dm^2\sin^2\theta .$$

A positive $K_d$ favours the plane. To find the sign, take a pair whose separation makes an angle $\psi$ with $c$. Its energy for moments along $c$, minus its average for moments in the plane, is proportional to

$$\pm\frac{(1-3\cos^2\psi)-(1-\tfrac32\sin^2\psi)}{r^3}=\pm\frac{\tfrac32\sin^2\psi-3\cos^2\psi}{r^3},$$

with the upper sign for parallel moments. In hematite's spin pattern the nearest neighbour along $c$ is antiparallel ($\psi=0$, lower sign), which gives $+3/r^3$. The three nearest neighbours in the slightly buckled layer are parallel with $\psi$ near $90^\circ$, which also gives a positive value. Both groups favour the plane.

## Second contribution: the single-ion term

Let the crystal field act as $-DS_z^2$ with $D>0$ and $z$ along $c$. Write $S_z=\cos\theta\,S_n+\sin\theta\,S_t$, with $t$ perpendicular to $\mathbf n$. Cross terms average to zero by symmetry about $\mathbf n$, and $\langle S_t^2\rangle=[S(S+1)-\langle S_n^2\rangle]/2$. Therefore

$$\langle S_z^2\rangle=\langle S_n^2\rangle-\tfrac12\left[3\langle S_n^2\rangle-S(S+1)\right]\sin^2\theta .$$

Define the normalized quadrupole moment

$$Q=\frac{3\langle S_n^2\rangle-S(S+1)}{S(2S-1)},$$

which equals 1 at saturation. Multiplying by $-D$ gives

$$F_{\rm ion}=\text{const}+K_sQ\sin^2\theta,\qquad K_s=DS\left(S-\tfrac12\right).$$

The sum of both contributions is

$$F(\theta)=\text{const}+\left[K_sQ-K_dm^2\right]\sin^2\theta .\tag{3}$$

The vector lies along $c$ while the bracket is positive and in the plane when it is negative.

## Where the powers three and two come from

At low temperature an ion is in its top level $S_n=S$, except for a small probability $p$ of being one step down. Then $m=1-p/S$. The numerator of $Q$ loses $3p[S^2-(S-1)^2]=3p(2S-1)$, so

$$Q=1-\frac{3p}{S}\simeq m^3,\qquad m^2\simeq1-\frac{2p}{S}.$$

The dipolar energy is a product of two moments on different ions, and each factor loses $p/S$. The single-ion energy depends on the shape of one ion's spin distribution, which a single step down harms three times as much as it harms the moment. Warming thus weakens the axial term faster.

Far from saturation this argument no longer holds, and the full ratio $Q/m^2$ is needed.

## The ratio at every temperature

Let $c_k=\cosh(ky/2)$, $s_k=\sinh(ky/2)$ and $w=\cosh y$. For levels $\pm\frac52,\pm\frac32,\pm\frac12$ the quantity $3S_n^2-\frac{35}{4}$ takes the values $10,-2,-8$, and $S(2S-1)=10$. Hence

$$m=\frac{5s_5+3s_3+s_1}{5(c_5+c_3+c_1)},\qquad Q=\frac{10c_5-2c_3-8c_1}{10(c_5+c_3+c_1)} .$$

The addition rule $c_{k+2}=2wc_k-c_{k-2}$, and the same rule for $s_k$, give

$$c_3=c_1(2w-1),\quad c_5=c_1(4w^2-2w-1),$$
$$s_3=s_1(2w+1),\quad s_5=s_1(4w^2+2w-1).$$

The three sums become

- $c_5+c_3+c_1=c_1(4w^2-1)$,
- $10c_5-2c_3-8c_1=8c_1(5w^2-3w-2)=8c_1(w-1)(5w+2)$,
- $5s_5+3s_3+s_1=s_1(20w^2+16w-1)$.

With $c_1^2/s_1^2=(w+1)/(w-1)$ the factor $w-1$ cancels:

$$R\equiv\frac{Q}{m^2}=\frac{20(4w^2-1)(5w+2)(w+1)}{(20w^2+16w-1)^2}.\tag{4}$$

For the slope, set $P=(4w^2-1)(5w+2)(w+1)=20w^4+28w^3+3w^2-7w-2$ and $G=20w^2+16w-1$. Then $dR/dw=20(P'G-2PG')/G^3$, where

$$P'G=1600w^5+2960w^4+1384w^3-128w^2-118w+7,$$
$$2PG'=1600w^5+2880w^4+1136w^3-464w^2-384w-64,$$
$$P'G-2PG'=80w^4+248w^3+336w^2+266w+71>0 .$$

So $R$ rises with $w$. It remains to show that $w$ falls on heating. The six levels are the sums of $\pm\frac32$ and $\{-1,0,1\}$, so

$$Sm=\tfrac32\tanh\tfrac{3y}{2}+\frac{2\sinh y}{2\cosh y+1}.$$

The first term is concave for $y>0$. The second has slope $(2w+4)/(2w+1)^2$, which decreases with $w$, so it is concave too. A concave function that starts at zero has a decreasing ratio $m/y$, and by (1) $T=3T_Nm/[(S+1)y]$. Each temperature below $T_N$ therefore has one $y$, which falls on heating.

The ratio $R$ thus decreases steadily from 1 at $T=0$ ($w\to\infty$) to its value at $w=1$:

$$R(T_N)=\frac{20\cdot3\cdot7\cdot2}{35^2}=\frac{24}{35}\approx0.686 .$$

Near $T_N$ both anisotropies vanish as $m^2$, and the difference in powers is gone.

## Weighing the two: condition and temperature of the crossing

The bracket in (3) vanishes when $R=r$, with $r=K_d/K_s$. Within this model there is one crossing if

$$\frac{24}{35}<r<1,\tag{5}$$

and none otherwise. For $r\ge1$ the plane wins at every temperature above zero. For $r\le24/35$ the axis wins all the way to $T_N$.

Inside the window, (4) gives $w$, then $y$ and $m$, and (1) gives

$$T_M=\frac{3m\,T_N}{(S+1)\,y}.\tag{6}$$

For $r$ close to 1 a simple estimate follows. At large $w$ the leading terms of (4) are $(400w^4+560w^3)/(400w^4+640w^3)\simeq1-1/(5w)$. With $w\simeq e^y/2$ this is $1-\frac25e^{-y}=1-e^{-y}/S$. Setting it equal to $r$ and $m\simeq1$ in (6) yields

$$T_M\simeq\frac{3T_N}{(S+1)\ln\{1/[S(1-r)]\}} .\tag{7}$$

Exchange sets the scale of $T_M$, and the near-cancellation $1-r$ enters through a logarithm.

## Numbers in hematite's regime

The inputs are chosen for this model, close to hematite's values but not quoted as measurements: $T_N=950$ K, $g=2$, lattice constants 0.50 and 1.37 nm, and axial iron coordinate 0.355. The lattice sum gives $K_d=0.1489$ meV per ion, or 0.965 MJ/m³. The antiparallel neighbour along $c$ supplies 0.0845 meV and the three layer neighbours 0.1036 meV; all other ions together take back about 0.039 meV. These digits belong to the rounded inputs: 0.5035 nm, 1.375 nm and 0.3553 give $K_d=0.1436$ meV, or 0.915 MJ/m³.

The ratio $r=0.98$ is chosen to put the crossing in hematite's range; it is not derived. Then $K_s=0.1489/0.98=0.1519$ meV, and the net anisotropy at $T=0$ is 0.0030 meV, a fiftieth of either part.

Solving $R=0.98$ gives $w=10.36$, $y=3.029$ and $m=0.9797$, so

$$T_M=\frac{3\times0.9797\times950}{3.5\times3.029}\ \text{K}\approx263\ \text{K}.$$

Estimate (7) gives $2850/(3.5\ln20)\approx272$ K.

| $T$ (K) | $K_sQ$ (meV) | $K_dm^2$ (meV) | difference (meV) |
|---|---|---|---|
| 100 | 0.1519 | 0.1489 | +0.0030 |
| 200 | 0.1487 | 0.1468 | +0.0019 |
| 300 | 0.1383 | 0.1398 | −0.0015 |
| 600 | 0.0818 | 0.0952 | −0.0134 |
| 900 | 0.0121 | 0.0167 | −0.0047 |

At the crossing each term has lost only 4 to 6 percent of its zero-temperature value. That suffices because they differed by 2 percent at the start. The planar anisotropy is larger at 600 K than at 900 K, since both terms must vanish at $T_N$.

The cubic law is good at the crossing, where $Q=0.9406$ and $m^3=0.9402$. At 900 K it fails: $Q=0.0794$ but $m^3=0.0377$. The failure matters for $r=0.65$. Setting $K_sm^3=K_dm^2$ would predict a reorientation at $m=0.65$, or about 741 K, whereas condition (5) allows none. For $r=0.70$, just inside the window, the crossing lies near 915 K.

## Weighing what was left out

Because the net anisotropy is so small, minor terms move $T_M$ visibly. Each is taken alone here, with the other parameters fixed.

**Higher orders in the anisotropy.** Solving the mean-field problem with both anisotropies included in full, for each orientation, lowers $T_M$ by less than 1 K.

**Canting.** With the vector in the plane, the Dzyaloshinskii-Moriya interaction tilts each sublattice by an angle $\varphi$. For moment $\mu$, exchange field $B_E$ and Dzyaloshinskii field $B_D$, the energy of two ions is $-\mu(B_E\cos2\varphi+B_D\sin2\varphi)$, with minimum $-\mu\sqrt{B_E^2+B_D^2}$. The gain per ion is about $\mu B_D^2/4B_E$. Moment and fields each scale as $m$, so the gain scales as $m^2$ and adds to $K_d$. With a rough $B_D=2$ T and the model's $B_E=606$ T it is 0.00048 meV, and $T_M$ drops by 13 K. Exchange fields used for hematite are higher, roughly 900 T, which would reduce this gain by about a third.

**Lattice.** If $K_d$ follows the inverse volume, with a rough linear expansion of $10^{-5}$ per K and $K_s$ fixed, $T_M$ rises by 31 K. A constant coefficient from $T=0$ overstates this, because expansion freezes out on cooling. Raising the iron coordinate by 0.001 lowers $K_d$ by 4.2 percent, hence $r$ to about 0.94. This puts $T_M$ between the values for $r=0.97$ and $r=0.90$, which are 299 and 478 K.

**Correlated fluctuations.** The square law assumed independent ions, but magnons tilt neighbours together. Consider nearest neighbours on opposite sublattices, with magnon operators $a$ and $b$. Let $\nu$ be the thermal number of deviations per ion and $-\kappa$ the thermal part of $\langle ab\rangle$ for the pair. To first order $C_\parallel=-(S^2-2S\nu)$ and $C_\perp=-S\kappa$, so

$$C_\parallel-C_\perp=-S^2\left[1-\frac{2\nu+\kappa}{S}\right].$$

The pair power is $2+\kappa/\nu$ instead of 2, while $Q=1-3\nu/S$ as before. For each wavevector the exchange Hamiltonian is $\omega_m[a^\dagger a+b^\dagger b+\gamma(ab+a^\dagger b^\dagger)]$, where $\omega_m$ is the top magnon energy and $\gamma$ the average phase factor over neighbours. Set $a=u\alpha-v\beta^\dagger$ and $b=u\beta-v\alpha^\dagger$ with $u^2-v^2=1$. The terms $\alpha\beta$ cancel if $2uv=\gamma(u^2+v^2)$, which gives $u^2+v^2=1/\epsilon$ and energy $\omega_m\epsilon$, with $\epsilon=\sqrt{1-\gamma^2}$. With Bose occupation $n_B$, the thermal parts are $\langle a^\dagger a\rangle=n_B/\epsilon$ and $\langle ab\rangle=-\gamma n_B/\epsilon$. Summing over wavevectors, with a further factor $\gamma$ for the neighbour pair, gives $\nu=\overline{n_B/\epsilon}$ and $\kappa=\overline{\gamma^2n_B/\epsilon}$. The ratio of single-ion to pair anisotropy therefore falls by

$$\frac{\nu-\kappa}{S}=\frac1S\,\overline{\epsilon\,n_B}>0 .$$

Long-wavelength magnons have $\gamma^2\to1$ and weaken both terms almost alike; short-wavelength magnons separate them. On a simple cubic lattice with the same molecular field, the pair power is about 2.9 at 95 K and 2.6 at the crossing. In this first-order treatment the crossing lies at 245 K. That is 18 K below the full mean-field value and 27 K below estimate (7), which is likewise of first order. The gap between the powers is less than half of what mean field says, but more magnons are excited, and the mechanism survives. Parallel pairs, which supply the largest share of $K_d$ in hematite, more distant pairs and hematite's own magnon spectrum are not included.

Two limits apply to the 245 K. Leaving the ratio of the two reduction factors unexpanded gives about 236 K, while writing both factors as powers of $1-\nu/S$ gives about 244 K, so the first-order step alone leaves an uncertainty of up to some 10 K. The crossing also scales with $\omega_m$, which is 70 meV here. Hematite's magnons reach roughly 100 meV, which at the same $r$ would put the crossing near 350 K. The value of $r$ that reproduces a given $T_M$ therefore depends on the magnon spectrum used.

## What the result says about real hematite

Bulk hematite has a Morin temperature of roughly 260 K. The model's 263 K agrees because $r$ was chosen for it, so the agreement is no evidence for the value of $r$. What the model explains is how a reorientation can occur far below $T_N$, when $m$ has dropped by only a few percent (2 in mean field, about 5 in the magnon estimate above).

Strained or doped films break the assumption of a fixed $r$. In the model, $r=0.97$ gives 299 K and $r=0.99$ gives 218 K, so a one-percent change in the balance moves $T_M$ by about 40 K, enough to decide which phase a room-temperature device is in. For such a device $r$ can be fitted to the sample's own $T_M$. Then $K_sQ-K_dm^2$ gives the sign of the anisotropy on either side of $T_M$, but only the order of magnitude of its size.

The size is less certain than the sign, because the fitted $r$ absorbs omitted terms that follow other temperature laws. If the lattice term above is kept and $r$ is refitted to the same $T_M$, with $K_d$ at $T=0$ unchanged, the net anisotropy at $T=0$ becomes 0.0018 meV instead of 0.0030 meV. Refitting with the magnon estimate instead of mean field gives 0.0038 meV for $\omega_m=70$ meV and 0.0012 meV for $\omega_m=100$ meV. A device calculation that needs the magnitude should therefore also use an anisotropy measured on the sample away from $T_M$.

Equation (3) has one angular term, so at $T_M$ the energy does not depend on $\theta$. Whether the vector jumps or rotates gradually depends on fourth-order anisotropy, which this model omits. Such a term also shifts the crossing: an axial fourth-order single-ion term worth $\pm0.0009$ meV at $T=0$, added with the other parameters fixed, moves $T_M$ by $+18$ or $-22$ K. The numerical output that follows lists most of the values used here.

## Numbers as computed

```
Input: S = 2.5, g = 2.0, T_N = 950 K, r = 0.98
Input: a = 0.50 nm, c = 1.37 nm, z = 0.355
Dipolar constant K_d (Ewald) = 0.14888 meV per ion
  shift on changing the Ewald splitting = -1.1e-16 meV
  direct sum from one ion = 0.14887 meV
  K_d per volume = 0.965 MJ/m3
  part of 1 antiparallel c-axis neighbour = 0.0845 meV, distance 0.2877 nm
  part of 3 parallel layer neighbours = 0.1036 meV, distance 0.2947 nm
Single-ion constant K_s = 0.15192 meV, D = 0.03038 meV
Net anisotropy at T = 0: K_s - K_d = 0.00304 meV
Lower limit of Q/m^2 = 24/35 = 0.6857
Local power of Q in m: cold 3.000, at T_M 2.966, near T_N 2.000
Crossing: w = 10.361, y = 3.0289, m = 0.9797
Morin temperature T_M = 263.4 K
Low-temperature estimate of T_M = 271.8 K
T (K) | m | Q | m^3 | K_s Q (meV) | K_d m^2 (meV) | difference (meV)
 100.0 | 0.9999 | 0.9997 | 0.9997 | 0.15187 | 0.14885 | +0.00302
 200.0 | 0.9929 | 0.9787 | 0.9787 | 0.14869 | 0.14676 | +0.00193
 263.4 | 0.9797 | 0.9406 | 0.9402 | 0.14289 | 0.14289 | +0.00000
 300.0 | 0.9689 | 0.9104 | 0.9096 | 0.13831 | 0.13977 | -0.00146
 400.0 | 0.9289 | 0.8056 | 0.8016 | 0.12239 | 0.12847 | -0.00608
 600.0 | 0.7994 | 0.5384 | 0.5109 | 0.08179 | 0.09515 | -0.01335
 900.0 | 0.3354 | 0.0794 | 0.0377 | 0.01206 | 0.01674 | -0.00468
T_M for r = 0.70: 914.7 K
T_M for r = 0.90: 477.6 K
T_M for r = 0.97: 299.1 K
T_M for r = 0.99: 217.5 K
r = 0.65: number of crossings = 0; pure cubic law would give 740.8 K
Complete mean field: T_M = 262.80 K, shift -0.58 K
Canting: DM field 2.0 T, exchange field 606 T, gain 4.77e-04 meV
  T_M with canting = 250.5 K, shift -12.9 K
Expansion 1e-05 per K in K_d only: T_M = 294.7 K, shift +31.3 K
Iron coordinate +0.001: K_d changes by -4.19 %
Magnon model: top energy 70.2 meV, T_M = 245.2 K, shift -18.2 K
  mesh shift (24 to 48) = -0.000 K
  there: thermal loss of m = 0.0472, pair power = 2.576, ratio loss = 0.0200
  pair power at 95 K = 2.915
```
